# Dressed L0 in the Bethe-Salpeter Equation: Transition Weights and Satellites

The Bethe-Salpeter equation starts from $L_0$, the propagation of an electron and a hole that do not interact with each other. It is tempting to believe that, if $L_0$ is built from dressed Green's functions, it is a sum of quasiparticle transitions, each of weight one. It is not. The transition from a valence level $v$ to a conduction level $c$ enters with weight $Z_vZ_c$, the product of the two quasiparticle weights, which is less than one unless $Z_v=Z_c=1$. In the solvable model below, satellites carry the rest: the main line of $L_0$ has weight 0.66 and the satellites 0.34.

The same model shows one way in which a unit weight can still serve well in a calculation. For the couplings chosen below, where the forces of electron and hole on the boson nearly cancel, the true pair function $L$ has a main line of weight 0.99, because the electron-hole interaction mediated by the boson restores most of what $L_0$ has lost. The unit weight is then a good approximation to a property of $L$, not a property of the dressed $L_0$.

## The counter-example

**The function.** With $\hbar=1$ and the time-ordered Green's function $G_i(t)=-i\langle T\,c_i(t)c_i^\dagger(0)\rangle$, take the convention $L_0(1,2;3,4)=-iG(1,3)G(4,2)$. Let the pair be created at time $0$ and removed at time $t$. For a $G$ that is diagonal in the levels, the element for the pair $(v,c)$ is

$$L_0(t)=-i\,G_c(t)\,G_v(-t).$$

**The model.** Two spinless levels couple to one boson of energy $\Omega$, which stands for a plasmon:

$$H=\varepsilon_vn_v+\varepsilon_cn_c+\Omega b^\dagger b+(b+b^\dagger)(g_cn_c-g_vh)-U\,h\,n_c,\qquad h=1-n_v .$$

An electron in $c$ pushes the boson with strength $g_c$, and a hole in $v$ pushes it with strength $-g_v$. The bare electron-hole attraction is $U$. There is no electron-hole exchange, and the boson does not move electrons between levels.

The parameters, in hartree, are $\varepsilon_v=-0.45$, $\varepsilon_c=0.15$, $\Omega=0.60$, $g_v=0.30$, $g_c=0.24$ and $U=0.30$. The one-electron ground state $|0\rangle$ has $v$ full, $c$ empty and no boson. Its energy is $E_0=\varepsilon_v$.

**The displaced oscillator.** Once the occupations are fixed, the boson feels a constant force $g$. Completing the square gives

$$\Omega b^\dagger b+g(b+b^\dagger)=\Omega\beta^\dagger\beta-\frac{g^2}{\Omega},\qquad \beta=b+\frac g\Omega .$$

The operator $\beta$ has the same commutator as $b$, so the energies are $n\Omega-g^2/\Omega$. Call the new eigenstates $|\tilde n\rangle$ and the old vacuum $|{\rm vac}\rangle$. Since $b|{\rm vac}\rangle=0$, we have $\beta|{\rm vac}\rangle=(g/\Omega)|{\rm vac}\rangle$. Multiplying by $\langle\tilde n|$ gives

$$\sqrt{n+1}\,\langle\widetilde{n+1}|{\rm vac}\rangle=\frac g\Omega\langle\tilde n|{\rm vac}\rangle .$$

This recursion and normalization fix the probabilities

$$|\langle\tilde n|{\rm vac}\rangle|^2=P_n(a)=e^{-a}\frac{a^n}{n!},\qquad a=\frac{g^2}{\Omega^2}.$$

**The hole.** Removing the electron from $v$ leaves the force $-g_v$ and the energies $m\Omega-g_v^2/\Omega$. The removal energy is $E_0$ minus the final energy, which is $E_v-m\Omega$ with $E_v=\varepsilon_v+g_v^2/\Omega$. For $t>0$, time ordering gives

$$G_v(-t)=+i\sum_mP_m(a_v)\,e^{+i(E_v-m\Omega)t},\qquad a_v=\frac{g_v^2}{\Omega^2}.$$

**The electron.** Adding an electron to $c$ leaves $v$ full and switches on the force $g_c$. The final energy minus $E_0$ is $E_c+n\Omega$, with $E_c=\varepsilon_c-g_c^2/\Omega$. For $t>0$,

$$G_c(t)=-i\sum_nP_n(a_c)\,e^{-i(E_c+n\Omega)t},\qquad a_c=\frac{g_c^2}{\Omega^2}.$$

For $t<0$, $G_c(t)$ vanishes because $c$ is empty in the ground state.

The weight of each main line is its $n=0$ probability, so $Z_v=e^{-a_v}$ and $Z_c=e^{-a_c}$. These agree with the usual definition: $1/G=\omega-\varepsilon-\Sigma(\omega)$ has slope $1-\partial\Sigma/\partial\omega$ at the pole, so the residue of $G$ is $Z=1/(1-\partial\Sigma/\partial\omega)$.

**Their product.** Since $(-i)(+i)=1$, only the prefactor $-i$ of $L_0$ survives. With $\Delta=E_c-E_v$ and $t>0$,

$$L_0(t)=-i\sum_{n,m}P_n(a_c)P_m(a_v)\,e^{-i[\Delta+(n+m)\Omega]t}.$$

Terms with the same $k=n+m$ have the same energy. With $a=a_v+a_c$, the binomial theorem gives their total weight:

$$w_k=e^{-a}\sum_{n=0}^k\frac{a_c^n\,a_v^{k-n}}{n!\,(k-n)!}=e^{-a}\frac{a^k}{k!}.$$

The transform $-i\int_0^\infty dt\,e^{i(\omega-x+i\eta)t}=1/(\omega-x+i\eta)$ then yields

$$L_0(\omega)=\sum_{k=0}^{\infty}\frac{w_k}{\omega-\Delta-k\Omega+i\eta},\qquad w_0=e^{-a_v-a_c}=Z_vZ_c .$$

**The numbers.** Here $a_v=(0.30/0.60)^2=0.25$ and $a_c=(0.24/0.60)^2=0.16$, so

$$Z_v=0.7788,\qquad Z_c=0.8521,\qquad Z_vZ_c=e^{-0.41}=0.6637 .$$

The levels are $E_v=-0.45+0.15=-0.300$ hartree and $E_c=0.15-0.096=0.054$ hartree. The quasiparticle gap is therefore $\Delta=0.354$ hartree (9.63 eV). The lines of $L_0$ are:

| $k$ | energy (hartree) | weight |
|---|---|---|
| 0 | 0.354 | 0.664 |
| 1 | 0.954 | 0.272 |
| 2 | 1.554 | 0.056 |
| 3 | 2.154 | 0.008 |

The weights sum to one over all $k$. In this model, where $v$ stays full and $c$ empty in the ground state, dressing has moved weight, not destroyed it. The mean energy shows where it went: the Poisson distribution has mean $a$, so

$$\sum_kw_k(\Delta+k\Omega)=\Delta+a\Omega=0.354+0.246=0.600\ \text{hartree}.$$

This is the bare gap $\varepsilon_c-\varepsilon_v$. Relaxation of the boson lowers the main line by $(g_v^2+g_c^2)/\Omega=a\Omega$, and the satellites balance that shift. A single unit-weight line at $\Delta$ would have the right total weight but the wrong mean energy.

## What the true pair does

The true pair function is

$$L(t)=-i\langle T[c_v^\dagger(t)c_c(t)\,c_c^\dagger(0)c_v(0)]\rangle .$$

It reduces to $L_0$ when $U=g_v=g_c=0$. With the electron in $c$ and the hole in $v$ present together, the boson feels the single force $g_c-g_v$. The displaced oscillator gives the lowest pair energy and its weight:

$$E_X=\varepsilon_c-\varepsilon_v-U-\frac{(g_c-g_v)^2}{\Omega},\qquad Z_X=e^{-(g_c-g_v)^2/\Omega^2}.$$

Numerically, $E_X=0.600-0.300-0.006=0.294$ hartree (8.00 eV) and $Z_X=e^{-0.01}=0.990$. In $L_0$ the electron and the hole each shake the boson independently. In $L$ their forces nearly cancel.

**The vertex factor.** Define $x=2g_cg_v/\Omega^2$. Then $(g_c-g_v)^2/\Omega^2=a-x$, and summing the Poisson series for $t>0$ gives

$$L_0(t)=-ie^{-i\Delta t}e^{a(e^{-i\Omega t}-1)},\qquad L(t)=-ie^{-iE_Xt}e^{(a-x)(e^{-i\Omega t}-1)} .$$

The energies differ by

$$E_X-\Delta=-U+\frac{g_v^2+g_c^2-(g_c-g_v)^2}{\Omega}=-W,\qquad W=U-\frac{2g_cg_v}{\Omega}.$$

Dividing the two functions leaves

$$L(t)=L_0(t)\,e^{iWt}\,e^{x}\,e^{-x\,e^{-i\Omega t}} .$$

Each factor has a meaning. The phase $e^{iWt}$ is binding by a statically screened attraction. To see this, note that an electron resting in $c$ displaces the boson to $\langle b+b^\dagger\rangle=-2g_c/\Omega$. The coupling $-g_v$ of the hole to this displacement costs $+2g_cg_v/\Omega$, which reduces $U$ to $W$. The constant $e^x$ multiplies the weight of the main line: with $x=0.40$, $0.6637\,e^{0.40}=0.990$. The last factor leaves the main line unchanged and acts only on the satellites. It reduces their total weight from $e^x-0.990=0.502$ to $0.010$, so that all weights again sum to one.

**When the cancellation fails.** The sign of $g_cg_v$ decides whether the vertex restores weight. For $g_v=g_c=0.15$ hartree, the main line of $L_0$ has weight 0.88, while $L$ has a single line of weight one: the boson sees no net force. For $g_v=0.15$ and $g_c=-0.15$ hartree, $L_0$ is unchanged, but the forces now add and the weight in $L$ falls to 0.78. A unit weight would then be a worse approximation for $L$ than $Z_vZ_c$. Equal signs alone do not bring the weight close to one: for $g_v=0.30$ and $g_c=0.05$ hartree, $Z_vZ_c=0.77$ and $Z_X=0.84$. The cancellation also needs electron and hole to push the same mode. If each couples to its own boson, as for carriers on different sites with local modes, the cross term $x$ is absent and $Z_X=Z_vZ_c$. The value 0.99 belongs to this single-mode model with nearly equal couplings and is not an estimate for a real material.

## Inserting the $Z$ factors alone

Knowing that $L_0$ carries $Z_vZ_c$ does not mean that a calculation improves when only $L_0$ is corrected. For an instantaneous kernel $K$, the Bethe-Salpeter equation for this one pair is $L=L_0+L_0KL$, so

$$L(\omega)=\frac{L_0(\omega)}{1-KL_0(\omega)} .$$

An attraction has $K<0$. Consider three choices.

**Unit-weight $L_0$ with $K=-W$.** Inserting $L_0=1/(\omega-\Delta)$ gives $L=1/(\omega-\Delta+W)$. The pole lies at $0.354-0.060=0.294$ hartree, which is $E_X$, and its weight is 1 instead of 0.990. The energy is exact here because the electron and the hole stay in their levels, so that the static displacement argument applies. This does not carry over automatically to carriers that move during the boson's response.

**Dressed $L_0$ with $K=-W$.** The pole solves $KL_0(\omega_*)=1$. Near it, $1-KL_0\approx-KL_0'(\omega_*)(\omega-\omega_*)$. Using $L_0(\omega_*)=1/K$, the weight is

$$Z_*=\frac{L_0(\omega_*)}{-KL_0'(\omega_*)}=-\frac{1}{K^2L_0'(\omega_*)} .$$

If only the main line of $L_0$ is kept, the binding is $Z_vZ_cW=0.664\times0.060=0.040$ hartree and the weight stays at $Z_vZ_c$. With the satellites included, the binding is 0.041 hartree and the weight 0.70. The correct values are 0.060 hartree and 0.99. The loss of weight has been put into $L_0$, while the part of the kernel that compensates it has been left out.

**Dressed $L_0$ with a tuned constant.** The choice $K=1/L_0(E_X)=-0.087$ hartree places the pole at $E_X$, but the weight is still only 0.72. No other constant puts a pole there, so no constant kernel gives both the energy and the weight.

The kernel that does so is $K(\omega)=1/L_0(\omega)-1/L(\omega)$, and it must depend on frequency. Its slope at $E_X$ follows from the slopes of $1/L_0$ and $1/L$, taken in turn. With the tuned $K=1/L_0(E_X)$, $(1/L_0)'=-L_0'/L_0^2=-K^2L_0'=1/Z_*$, the inverse of the weight 0.7175 obtained with the tuned constant. At the pole of $L$, $(1/L)'=1/Z_X=1/0.990$. Hence

$$K'(E_X)=1.394-1.010=0.38 .$$

This $K(\omega)$ is an effective kernel for the function with contracted pair times. The full four-point kernel has four time arguments, so in general it depends on three time differences.

## The general statement

Let $G$ be diagonal in the levels at zero temperature, and let $n_i$ be the occupation of level $i$ in the interacting ground state. Suppose that $v$ has a sharp removal line at $E_v$ with weight $Z_v$, and $c$ a sharp addition line at $E_c$ with weight $Z_c$. Then:

- the resonant part of $L_0$ for the pair $(v,c)$ has total weight $n_v(1-n_c)$;
- the quasiparticle transition at $E_c-E_v$ contributes $Z_vZ_c$;
- the remainder, $n_v(1-n_c)-Z_vZ_c\ge0$, belongs to transitions in which at least one partner is in the non-quasiparticle part of its spectrum.

**Proof.** Let $|s\rangle$ be the eigenstates with one electron more, or one fewer, than the ground state. Define the addition and removal spectra

$$A_i^>(x)=\sum_s|\langle s|c_i^\dagger|0\rangle|^2\,\delta(x-E_s+E_0),\qquad A_i^<(y)=\sum_s|\langle s|c_i|0\rangle|^2\,\delta(y-E_0+E_s).$$

Both are non-negative. By completeness, $\int A_i^>dx=\langle c_ic_i^\dagger\rangle=1-n_i$ and $\int A_i^<dy=\langle c_i^\dagger c_i\rangle=n_i$. Inserting the eigenstates into the time-ordered function gives

$$G_i(t)=-i\theta(t)\int dx\,A_i^>(x)e^{-ixt}+i\theta(-t)\int dy\,A_i^<(y)e^{-iyt}.$$

For $t>0$, the product $-iG_c(t)G_v(-t)$ contains $A_c^>$ and $A_v^<$, with prefactor $-i(-i)(i)=-i$. For $t<0$ it contains $A_c^<$ and $A_v^>$, with prefactor $-i(i)(-i)=-i$. The integral over negative times is $-i\int_{-\infty}^0dt\,e^{i(\omega+x-y-i\eta)t}=-1/(\omega+x-y-i\eta)$. Hence

$$L_0(\omega)=\iint dx\,dy\left[\frac{A_c^>(x)A_v^<(y)}{\omega-(x-y)+i\eta}-\frac{A_v^>(x)A_c^<(y)}{\omega+(x-y)-i\eta}\right].$$

The first term is the resonant part. Its total weight is the product of two integrals, $(1-n_c)\,n_v$. Now separate the sharp lines:

$$A_c^>(x)=Z_c\,\delta(x-E_c)+B_c(x),\qquad A_v^<(y)=Z_v\,\delta(y-E_v)+B_v(y),$$

with $B_c,B_v\ge0$. The product has four terms. The two delta functions give a pole at $E_c-E_v$ with weight $Z_vZ_c$. The terms $Z_cB_v$, $Z_vB_c$ and $B_cB_v$ are non-negative and carry the remainder. $\square$

Since $Z_v\le n_v\le1$ and $Z_c\le1-n_c\le1$, the transition has weight one only if $Z_v=Z_c=1$. The spectra then have no satellites, as in a mean-field theory with a static self-energy. In the boson model $n_v=1$ and $n_c=0$, so the second term of $L_0$ vanishes and the resonant weight is one. In general the missing weight $1-Z_vZ_c$ need not appear as satellites of $L_0$. In the half-filled Hubbard dimer, with $v$ the bonding and $c$ the antibonding level, $Z_v=n_v$ and $Z_c=1-n_c$, so the resonant part is a single line; at $U=4t$ its weight is 0.729, and the second term has weight 0.021.

Two conditions limit the statement. If a quasiparticle has a finite lifetime, its line is a peak of finite width, and $Z$ is defined only as far as the peak can be separated from its background. If $G$ is not diagonal in the chosen levels, the statement still holds for the element of $L_0$ that begins and ends with the pair $(v,c)$, but $L_0$ also connects different pairs. In those elements, products of matrix elements, which need not be positive, replace the products of weights.

The numerical check checks the energies and weights of the lines of $L_0$ and $L$ in the model by diagonalizing $H$ in a truncated boson space and by evaluating the frequency integral $L_0(\omega)=-i\int\frac{d\omega'}{2\pi}G_c(\omega+\omega')G_v(\omega')$ directly.

## Computed results

```
Bare levels ev, ec: -0.45, 0.15 hartree
Boson energy Om: 0.60 hartree
Couplings gv, gc: 0.30, 0.24 hartree
Bare electron-hole attraction U: 0.30 hartree
Boson basis states: 40
Mean boson numbers av, ac, a: 0.2500, 0.1600, 0.4100
Quasiparticle Ev, Ec: -0.3000, 0.0540 hartree
Bare gap: 0.6000 hartree
Quasiparticle gap: 0.3540 hartree
Quasiparticle gap converted: 9.633 eV
Zv, Zc from eigenvectors: 0.7788, 0.8521
Zv, Zc from slope of 1/G: 0.7788, 0.8521
Product Zv*Zc: 0.6637
L0 line k=0: energy 0.3540 hartree, weight 0.6637
L0 line k=1: energy 0.9540 hartree, weight 0.2721
L0 line k=2: energy 1.5540 hartree, weight 0.0558
L0 line k=3: energy 2.1540 hartree, weight 0.0076
L0 total satellite weight: 0.3363
L0 total weight: 1.000000
L0 first moment: 0.6000 hartree
Largest L0 convolution error: 2.4e-15 1/hartree
Largest vertex-factor error: 2.0e-15
Static screened attraction W: 0.0600 hartree
True pair: energy 0.2940 hartree, weight 0.9900
True pair energy converted: 8.000 eV
True pair binding energy: 0.0600 hartree
Unit-weight L0, kernel -W: energy 0.2940 hartree, weight 1
Dressed L0, kernel -W: energy 0.3130 hartree
Dressed L0, kernel -W: weight 0.7018
Dressed L0, kernel -W: binding 0.0410 hartree
Tuned constant kernel: -0.0868 hartree
Dressed L0, tuned kernel: energy 0.2940 hartree
Dressed L0, tuned kernel: weight 0.7175
Case gv=0.15, gc=0.15 hartree: L0 weight 0.8825, true weight 1.0000
Case gv=0.15, gc=-0.15 hartree: L0 weight 0.8825, true weight 0.7788
```
